\section*{Electron-Electron Decay Rate in a Disordered Three-Dimensional Metal at Zero Temperature}

\section{The failure of the clean law}

In a clean metal the Pauli principle gives an electron at energy $\varepsilon$ above the Fermi level a collision rate proportional to $\varepsilon^2$. Applied to a strongly disordered metal, that law makes the electron live too long: by a factor of about 20 at $1\,\mathrm{meV}$ in the example worked below. Counting final energies is not enough. Electrons that diffuse stay near each other for a long time, and the screening charge also moves by diffusion. Both facts enhance collisions with small energy and momentum transfer.

\section{Setting and theorem}

Let $\nu$ be the density of states at the Fermi level for both spins, $v$ the Fermi velocity, $\tau$ the elastic scattering time, $l=v\tau$ and $D=vl/3$. Energies are measured from the Fermi level. The assumptions are:

(a) The temperature is zero, the scatterers are static and isotropic, and $k_Fl\gg1$, so that motion between collisions is quasiclassical.

(b) The sample is much thicker than $L_\varepsilon=\sqrt{\hbar D/\varepsilon}$ in every direction.

(c) Electrons interact through their density, with linear (random-phase) screening. Exchange amplitudes and spin-dependent interactions are dropped.

\textbf{Theorem.} Under (a)--(c), the leading low-energy decay rate is
\begin{equation}
\frac1{\tau_{ee}}=\frac{(\varepsilon/\hbar)^{3/2}}{3\sqrt2\,\pi^2\hbar\nu D^{3/2}},
\label{main}
\end{equation}
which for a free-electron band equals
\begin{equation}
\frac1{\tau_{ee}}=\frac{\sqrt3}{2}\,\frac{\varepsilon^{3/2}}{\hbar\sqrt{E_F}\,(k_Fl)^{3/2}} .
\label{free}
\end{equation}
It dominates the $\varepsilon^2$ contribution for $\varepsilon\ll\varepsilon^*$, where $\varepsilon^*$ is given in (\ref{cross}). The condition $\varepsilon\ll\hbar/\tau$ alone does not suffice.

\section{Lemma 1: the rate as a product of two spectra}

\textbf{Lemma 1.} Let $P(q,\omega)=\int_0^\infty dt\,e^{i\omega t}p(q,t)$, where $p(q,t)=\langle e^{-i\mathbf q\cdot[\mathbf r(t)-\mathbf r(0)]}\rangle$ describes the motion of one electron, and let $U(q,\omega)$ be the screened interaction. Then
\begin{equation}
\frac1{\tau_{ee}}=\frac{2}{\pi\hbar}\int_0^{\varepsilon/\hbar}\!d\omega\int\!\frac{d^3q}{(2\pi)^3}\,\mathrm{Re}P\,[-\mathrm{Im}\,U].
\label{rate}
\end{equation}

\textbf{Proof.} Treat the other electrons as a bath in its ground state $|0\rangle$, with excited states $|n\rangle$ of energy $E_n$. They exert a potential energy $\hat U(\mathbf r)$ with Fourier components $\hat U_q$. The golden rule for $\alpha\to\beta$ contains $(2\pi/\hbar)\,\delta(\varepsilon_\alpha-\varepsilon_\beta-E_n)$. Write $\hbar\omega=\varepsilon_\alpha-\varepsilon_\beta$ and define, per unit volume,
\begin{equation}
S(q,\omega)=2\pi\hbar\sum_n|\langle n|\hat U_q|0\rangle|^2\delta(\hbar\omega-E_n).
\end{equation}
To leading order in $1/k_Fl$ the disorder averages of bath and electron are taken separately, so
\begin{equation}
\frac1{\tau_{ee}}=\frac1{\hbar^2}\sum_\beta\int\!\frac{d^3q}{(2\pi)^3}|\langle\beta|e^{i\mathbf q\cdot\mathbf r}|\alpha\rangle|^2S(q,\omega).
\end{equation}
The bath can only absorb energy, hence $\omega\ge0$; the final state must be empty, hence $\hbar\omega\le\varepsilon$.

A test charge changes $\langle\hat U\rangle$ by the response function
\begin{equation}
\chi=\sum_n|\langle n|\hat U_q|0\rangle|^2\left[\frac1{\hbar\omega-E_n+i0}-\frac1{\hbar\omega+E_n+i0}\right].
\end{equation}
The screened interaction is the bare one plus $\chi$. The bare one is real, so for $\omega>0$ we have $\mathrm{Im}\,U=\mathrm{Im}\,\chi=-\pi\sum_n|\langle n|\hat U_q|0\rangle|^2\delta(\hbar\omega-E_n)$, that is, $S=-2\hbar\,\mathrm{Im}\,U$.

The squared matrix elements, resolved in $\omega$, are the Fourier transform over all times, divided by $2\pi$, of the correlation function of $e^{i\mathbf q\cdot\mathbf r}$ in state $\alpha$. Quasiclassically this function is $p(q,|t|)$, which is real and even in time. Its transform is $2\,\mathrm{Re}P$, so the spectral density is $\mathrm{Re}P/\pi$. Multiplying $\hbar^{-2}$, $2\hbar$ and $1/\pi$ gives (\ref{rate}). $\square$

\section{Lemma 2: motion and response}

\textbf{Lemma 2.} With $x=ql$, $w=\omega\tau$ and $a=x^{-1}\arctan[x/(1-iw)]$,
\begin{equation}
P=\frac{\tau a}{1-a},\qquad \Pi=\nu(1+i\omega P),
\label{ladder}
\end{equation}
where $\Pi$ is defined by $\delta n=-\Pi\phi$ for a potential energy $\phi$. For $x,w\ll1$,
\begin{equation}
P=\frac1{Dq^2-i\omega},\qquad \Pi=\frac{\nu Dq^2}{Dq^2-i\omega}.
\label{diff}
\end{equation}

\textbf{Proof.} A free flight survives for time $t$ with probability $e^{-t/\tau}$. Averaged over directions, with $\mu$ the cosine between velocity and $\mathbf q$, it contributes
\begin{equation}
\frac12\int_{-1}^1\frac{d\mu}{1/\tau-i\omega+iqv\mu}=\frac1{qv}\arctan\frac{qv\tau}{1-i\omega\tau}=\tau a .
\end{equation}
Isotropic collisions at rate $1/\tau$ join successive flights, so $P=\tau a(1+a+a^2+\dots)=\tau a/(1-a)$. For small arguments $a\simeq1+iw-x^2/3$, and $P\simeq\tau/(x^2/3-iw)$. Since $x^2/(3\tau)=Dq^2$, the first part of (\ref{diff}) follows.

For the response, hold a static potential $\phi_0$ until $t=0$ and then remove it. The density starts at $-\nu\phi_0$ and relaxes as $-\nu\phi_0\,p(t)$. If $R(t)$ is the response kernel, linear superposition gives $\int_t^\infty R(s)\,ds=\nu p(t)$, so $R=-\nu\,dp/dt$. Integration by parts with $p(0)=1$ gives
\begin{equation}
\Pi=-\nu\int_0^\infty\!dt\,e^{i\omega t}\frac{dp}{dt}=\nu+i\omega\nu P .
\end{equation}
Inserting the diffusive $P$ completes the proof. $\square$

The diffusive form of the matrix elements between eigenstates can be examined directly, though here in a sample with $k_Fl$ of only 1 to 2, outside assumption (a). I diagonalized one sample of a cubic lattice with $12^3$ sites, periodic boundaries and site energies spread uniformly over 9 times the hopping energy, and used initial states within 0.6 hopping energies of the band centre. Half of the weight of $|\langle\beta|e^{i\mathbf q\cdot\mathbf r}|\alpha\rangle|^2$ at the smallest $q$ lies within $0.16$ hopping energies of the initial level. When $q^2$ doubles, this width grows by a factor of 1.98, and by 1.88 to 2.02 in four other samples; diffusion gives 2, while ballistic motion gives $\sqrt2$ for a spherical Fermi surface and about 1 for the band centre of this lattice. The weight within half and twice the width is 0.32 and 0.69, against 0.30 and 0.70 for a Lorentzian.

\section{Lemma 3: dynamic screening}

\textbf{Lemma 3.} Let $\kappa^2=e^2\nu/\epsilon_0$. In the diffusive regime, for $q\ll\kappa$ and $\omega\ll D\kappa^2$,
\begin{equation}
-\mathrm{Im}\,U=\frac{\omega}{\nu Dq^2}.
\label{imu}
\end{equation}

\textbf{Proof.} The bare interaction is $V=e^2/(\epsilon_0q^2)=\kappa^2/(\nu q^2)$. One added electron produces $U=V(1-\Pi U)$, so $U=1/(V^{-1}+\Pi)$. With (\ref{diff}),
\begin{equation}
U=\frac1\nu\,\frac{Dq^2-i\omega}{Dq^2(1+q^2/\kappa^2)-i\omega q^2/\kappa^2}.
\end{equation}
Under the stated conditions the denominator is $Dq^2$. The imaginary part is then $-\omega/(\nu Dq^2)$. $\square$

The electron charge has dropped out: under the stated conditions $V^{-1}$ is negligible beside $\Pi$, so $U=1/\Pi$ whatever the strength of the bare force. The imaginary part expresses the lag of the screening charge.

\section{Proof of the theorem}

The real part of the diffusive propagator is $Dq^2/(D^2q^4+\omega^2)$. Multiplication by (\ref{imu}) cancels $Dq^2$, and (\ref{rate}) becomes
\begin{equation}
\frac1{\tau_{ee}}=\frac2{\pi\hbar\nu}\int_0^{\varepsilon/\hbar}\!d\omega\,\omega\int\!\frac{d^3q}{(2\pi)^3}\frac1{D^2q^4+\omega^2}.
\end{equation}
Set $q=(\omega/D)^{1/2}s$ and use $d^3q=4\pi q^2dq$:
\begin{equation}
\int\!\frac{d^3q}{(2\pi)^3}\frac1{D^2q^4+\omega^2}
=\frac1{2\pi^2D^{3/2}\omega^{1/2}}\int_0^\infty\!\frac{s^2ds}{1+s^4}.
\end{equation}
The substitution $s\to1/s$ turns the last integral into $\int_0^\infty ds/(1+s^4)$. Half the sum of the two forms, with $u=s-1/s$, is
\begin{equation}
\frac12\int_0^\infty\!\frac{(1+s^{-2})\,ds}{s^2+s^{-2}}
=\frac12\int_{-\infty}^{\infty}\!\frac{du}{u^2+2}=\frac{\pi}{2\sqrt2}.
\end{equation}
The momentum integral is therefore $1/(4\sqrt2\,\pi D^{3/2}\omega^{1/2})$, and
\begin{equation}
\frac1{\tau_{ee}}=\frac{2}{\pi\hbar\nu}\,\frac1{4\sqrt2\,\pi D^{3/2}}\,\frac23\left(\frac\varepsilon\hbar\right)^{3/2},
\end{equation}
which is (\ref{main}). The relevant $q$ is of order $\sqrt{\omega/D}$, which tends to zero with $\varepsilon$, so the conditions of Lemmas 2 and 3 are met at low energy.

For free electrons $\nu=mk_F/(\pi^2\hbar^2)$ and $D=\hbar k_Fl/(3m)$, so
\begin{equation}
\frac1{\nu D^{3/2}}=\frac{3\sqrt3\,\pi^2\hbar^{1/2}m^{1/2}}{k_F(k_Fl)^{3/2}},\qquad
\frac{m^{1/2}}{k_F}=\frac{\hbar}{\sqrt{2E_F}} .
\end{equation}
Insertion in (\ref{main}) leaves $3\sqrt3/(3\sqrt2\sqrt2)=\sqrt3/2$, which is (\ref{free}). $\square$

\section{The clean limit and the range of validity}

For $ql\gg1$ and small $\omega$, the arctangent tends to $\pi/2$ and $\mathrm{Re}P=\pi/(2qv)$. For a parabolic band this holds up to $q=2k_F$, the largest transfer between states on the Fermi surface. The static part of $\Pi$ is taken as $\nu$ throughout; its decrease with $q$ in a free-electron gas (the Lindhard function) would raise the clean rate in the example below by about 8\% and lower the crossover energy by about 15\%. Then
\begin{equation}
-\mathrm{Im}\,U=\frac{\pi\omega}{2qv\nu(1+q^2/\kappa^2)^2},
\end{equation}
and (\ref{rate}) gives
\begin{align}
\frac1{\tau_{\rm cl}}&=\frac2{\pi\hbar}\,\frac{\varepsilon^2}{2\hbar^2}\,\frac1{2\pi^2}\,\frac{\pi^2}{4v^2\nu}\,J=\frac{\varepsilon^2J}{8\pi\hbar^3\nu v^2},\label{clean}\\
J&=\int_0^{2k_F}\!\frac{dq}{(1+q^2/\kappa^2)^2}
=\frac\kappa2\left[\arctan b+\frac b{1+b^2}\right],\quad b=\frac{2k_F}\kappa .
\end{align}
If $\kappa\gg2k_F$, then $J=2k_F$ and the rate is $(\pi/8)\,\varepsilon^2/(\hbar E_F)$. Random sampling of two-electron collisions with the constant interaction $1/\nu$, at $\varepsilon=0.02E_F$ and with $8\times10^6$ samples, gives $0.386$ in place of $\pi/8=0.393$. Most of the gap is a finite-energy correction: the exact coefficient is $0.3875$ at this energy and $0.392$ at $\varepsilon=0.004E_F$.

Disorder does not remove these large-$q$ collisions.

\textbf{Proposition.} At low energy, (\ref{rate}) with (\ref{ladder}) gives a rate $A\varepsilon^{3/2}+B\varepsilon^2$ plus higher powers, and $B$ tends to the clean coefficient as $k_Fl\to\infty$ at fixed $\kappa/k_F$.

\textbf{Proof.} Since $U=1/(V^{-1}+\Pi)$ and $\mathrm{Im}\,\Pi=\nu\omega\,\mathrm{Re}P$, we have $-\mathrm{Im}\,U=\nu\omega|U|^2\,\mathrm{Re}P$, so the integrand of (\ref{rate}) contains $(\mathrm{Re}P)^2$. Subtract the diffusive integrand from the full one. At fixed $q$ and $\omega\to0$ the difference is proportional to
\begin{equation}
\omega\left[\frac{x^2g^2}{(1+x^2/\kappa^2l^2)^2}-\frac9{x^2}\right],\qquad g=\frac{P(q,0)}\tau .
\end{equation}
At small $x$, $g=3/x^2+4/5+\dots$, so the bracket stays finite and its integral up to $2k_Fl$ converges. The diffusive tail beyond $2k_Fl$ subtracts a further term linear in $\omega$. The region $x\sim\sqrt w$, where $\omega$ may not be neglected in $P$, has width $\sqrt w$ and adds only order $\omega^{3/2}$. Integration over $\omega$ gives $B\varepsilon^2$. At large $x$, $x^2g^2=\pi^2/4+\pi(\pi^2/4-1)/x+\dots$. The first term is the clean result, of order $k_Fl$ after integration; the second gives a logarithm. The relative correction thus falls as $\ln(k_Fl)/(k_Fl)$. $\square$

Equating (\ref{free}) and (\ref{clean}) gives the crossover
\begin{equation}
\varepsilon^*=\frac{48}{\pi^2}\left(\frac{2k_F}J\right)^2\frac{E_F}{(k_Fl)^3}.
\label{cross}
\end{equation}
Since $\hbar/\tau=2E_F/(k_Fl)$, the ratio $\varepsilon^*\tau/\hbar$ falls as $(k_Fl)^{-2}$. In a good metal there is a wide range $\varepsilon^*\ll\varepsilon\ll\hbar/\tau$ in which electrons diffuse over long distances and yet decay by the $\varepsilon^2$ law.

\section{Worked example}

Take free electrons with $E_F=5\,\mathrm{eV}$, $l=0.5\,\mathrm{nm}$ and $\varepsilon=1\,\mathrm{meV}$. Then $k_F=11.46\,\mathrm{nm^{-1}}$, $k_Fl=5.73$, $\nu=15.2\,\mathrm{eV^{-1}nm^{-3}}$ and $D=2.21\,\mathrm{cm^2/s}$. Equation (\ref{free}) gives
\begin{equation}
\frac\hbar{\tau_{ee}}=\frac{0.866\,(10^{-3})^{3/2}}{\sqrt5\,(5.73)^{3/2}}\,\mathrm{eV}=8.9\times10^{-7}\,\mathrm{eV},
\end{equation}
so $1/\tau_{ee}=1.36\times10^9\,\mathrm{s^{-1}}$, a lifetime of $0.74\,\mathrm{ns}$. The level width is $9\times10^{-4}$ of $\varepsilon$, so the excitation is well defined.

With $\kappa=16.6\,\mathrm{nm^{-1}}$, $J=11.8\,\mathrm{nm^{-1}}$ and the clean rate is $6.1\times10^7\,\mathrm{s^{-1}}$, which is 22 times smaller. Equation (\ref{cross}) gives $\varepsilon^*=0.49\,\mathrm{eV}$, below $\hbar/\tau=1.75\,\mathrm{eV}$ but not far below. It is only a scale here: the full integral (\ref{rate}) reaches twice (\ref{main}) at $0.41\,\mathrm{eV}$, and its local exponent stays near 1.7 from $0.3$ to $1\,\mathrm{eV}$, so this sample has no $\varepsilon^2$ range there. Numerical integration of (\ref{rate}) with the full propagator gives a rate 6\% above (\ref{main}). This is the $\varepsilon^2$ term: the clean share $1/22$, times $B/B_{\rm cl}=1.31$ at this $k_Fl$. That ratio depends on the sharp cutoff at $2k_F$; smearing the edge over $1/l$ lowers it to about 1.2. The local exponent is $(1.5+2\times0.059)/1.059=1.53$.

Now lengthen the mean free path to $20\,\mathrm{nm}$, with band and energy fixed. Then $k_Fl=229$, and $\varepsilon^*$ drops by $40^3$ to $7.7\,\mu\mathrm{eV}$, while $\hbar/\tau=44\,\mathrm{meV}$. The $1\,\mathrm{meV}$ electron satisfies $\varepsilon\ll\hbar/\tau$, but its local exponent is 1.96.

\section{Effects outside the theorem}

\textbf{Spin-dependent interaction.} A short-range interaction with Landau parameter $F$ acts in three spin components, each with $U_s=F/[\nu(1+F\Pi/\nu)]$. With $c=1+F$, (\ref{diff}) gives
\begin{equation}
-\mathrm{Im}\,U_s=\frac{F^2}{\nu}\,\frac{\omega Dq^2}{c^2D^2q^4+\omega^2}.
\end{equation}
The momentum integral now contains $s^6/[(1+s^4)(1+c^2s^4)]$, which equals $s^2[(1+c^2s^4)^{-1}-(1+s^4)^{-1}]/(1-c^2)$. Relative to (\ref{main}) the added rate is $3F^2(c^{-3/2}-1)/(1-c^2)$. For a chosen $F=-0.3$ this is $0.37$, more than the thermal correction at $1\,\mathrm K$ estimated below.

\textbf{Temperature.} Loss and gain together carry the factor $1+n(\omega)-f(\varepsilon-\hbar\omega)$, with Bose function $n$ and Fermi function $f$, and $\omega$ of both signs. The Bose part adds $2\int_0^\infty\omega^{1/2}n\,d\omega$ and the smeared Fermi step a Sommerfeld term. For $k_BT\ll\varepsilon$ the rate is multiplied by
\begin{equation}
1+3\,\Gamma(\tfrac32)\,\zeta(\tfrac32)\left(\frac{k_BT}\varepsilon\right)^{3/2}+\frac{\pi^2}8\left(\frac{k_BT}\varepsilon\right)^2 ,
\end{equation}
which is 1.006 at $0.1\,\mathrm K$ and 1.18 at $1\,\mathrm K$.

\textbf{Phonons.} Take a clean metal with deformation potential $\Lambda=2E_F/3$, squared coupling $\Lambda^2\hbar q/(2\rho c_s)$ and angular factor $1/(2\hbar vq)$. Integration up to $q_m=\varepsilon/(\hbar c_s)$ gives the emission rate $\Lambda^2q_m^3/(12\pi\hbar\rho c_sv)$. For rough values $\rho=7000\,\mathrm{kg/m^3}$ and $c_s=4000\,\mathrm{m/s}$ it is $1.1\times10^8\,\mathrm{s^{-1}}$, 8\% of the Coulomb rate. This clean estimate fails here, because $q_ml=0.19$: the mean free path is shorter than the phonon wavelength. The electrons then damp sound like a fluid of viscosity $\eta=n_emv^2\tau/5$, with $n_e$ the electron density, carried along by the vibrating scatterers. A transverse wave loses energy at the rate $\eta q^2/\rho$. Dividing by $\nu\hbar\omega$ and summing over wavevectors and the two polarizations gives the emission rate $\eta q_t^4/(4\pi^2\hbar\rho\nu c_t)$, where $c_t$ is the transverse sound speed and $q_t=\varepsilon/(\hbar c_t)$. For a rough value $c_t=2000\,\mathrm{m/s}$ this is $3.7\times10^8\,\mathrm{s^{-1}}$, about 27\% of the Coulomb rate; longitudinal phonons add less than 1\% of the Coulomb rate. The phonon rate grows as $\varepsilon^4$ and would match the Coulomb rate near $1.7\,\mathrm{meV}$. Since it varies as $c_t^{-5}$, these numbers are rough.

\textbf{A real material.} The model resistivity $1/(e^2\nu D)$ is $185\,\mu\Omega\,\mathrm{cm}$, in the rough range of copper-zirconium metallic glasses. Their $d$ electrons break the free-electron assumption. At fixed resistivity $\nu D$ is fixed, and (\ref{main}) then scales as $\nu^{1/2}$: a doubled density of states raises the rate by 41\%, and a fivefold one, which $d$ bands can supply, by a factor of 2.2. In a film of thickness $d\gg L_\varepsilon$, diffusion modes that are uniform across the film raise the rate by a fraction of about $1.7L_\varepsilon/d$. With $L_\varepsilon=12\,\mathrm{nm}$, the three-dimensional law therefore holds to 10\% only above about $0.2\,\mu\mathrm{m}$. Localization corrections have the scale $1/(k_Fl)^2=0.03$. Spin-dependent scattering, phonons and a density of states above the free-electron value all shorten the lifetime. For a real glass the example therefore gives only the order of magnitude, not two digits.

Numerical values quoted here were computed with a short program.
